# Why the Kretschmann plasmon dip is deepest at intermediate metal thickness

## Definitions and conventions

A plane wave of fixed vacuum wavelength $\lambda$, polarized in the plane of incidence, travels inside a prism of permittivity $\varepsilon_p=n_p^2$. It meets a metal film of thickness $d$ whose far side touches a transparent medium $\varepsilon_d$. The angle is scanned beyond the critical angle between the prism and the outer medium, and "deepest" means the lowest reflectance $R_{\min}$ reached in the scan. The time factor is $e^{-i\omega t}$, so an absorbing metal has $\varepsilon_m=-a+i\varepsilon''$ with $\varepsilon''>0$. It is assumed that $a>\varepsilon_d$ and $\varepsilon''\ll a$.

Let $K=2\pi/\lambda$. The wavevector along the surface is $Kq$, with $q=n_p\sin\theta$; the normal component in medium $j$ is $Kk_j$, with $k_j^2=\varepsilon_j-q^2$. Beyond the critical angle, fields in metal and dielectric decay. For a lossless metal $k_m=i\kappa$ and $k_d=i\kappa_d$, with $\kappa,\kappa_d>0$.

Two damping rates appear, both in units of $K$: $\Gamma_i$ for absorption and $\Gamma_r$ for radiation into the prism. They are amplitude rates per length along the surface: a free plasmon's amplitude falls as $e^{-K(\Gamma_i+\Gamma_r)x}$ and its power twice as fast. The numerical output lists $K\Gamma_i$ and $K\Gamma_r$ as Gi and Gr.

## The reflection has one pole and one zero

Reflection coefficients refer to the magnetic field. At an interface the magnetic field and the tangential electric field, proportional to $\varepsilon^{-1}\partial_zH$, are continuous:

$$1+r_{12}=t_{12},\qquad \frac{k_1}{\varepsilon_1}(1-r_{12})=\frac{k_2}{\varepsilon_2}t_{12}.$$

Eliminating $t_{12}$ gives

$$r_{12}=\frac{\varepsilon_2k_1-\varepsilon_1k_2}{\varepsilon_2k_1+\varepsilon_1k_2}.$$

In the film, let $A$ be the forward amplitude at the prism face. The wave returning there is $r_{md}EA$, where $E=e^{2ik_mKd}$ is the factor for a round trip. Then

$$A=t_{pm}+r_{mp}r_{md}EA,\qquad r=r_{pm}+t_{mp}r_{md}EA.$$

Since $r_{mp}=-r_{pm}$ and $t_{pm}t_{mp}=(1+r_{pm})(1-r_{pm})$,

$$r=r_{pm}+\frac{(1-r_{pm}^2)r_{md}E}{1+r_{pm}r_{md}E}
=\frac{r_{pm}+r_{md}E}{1+r_{pm}r_{md}E}.$$

Without the prism, the surface plasmon is the field that exists without an incident wave, so it is a pole of $r_{md}$:

$$D(q)=\varepsilon_dk_m+\varepsilon_mk_d=0.$$

Moving one term across and squaring gives $\varepsilon_d^2(\varepsilon_m-q^2)=\varepsilon_m^2(\varepsilon_d-q^2)$, hence

$$q_0^2=\frac{\varepsilon_m\varepsilon_d}{\varepsilon_m+\varepsilon_d},\qquad
k_m^2=\varepsilon_m-q_0^2=\frac{\varepsilon_m^2}{\varepsilon_m+\varepsilon_d}=\frac{\varepsilon_m}{\varepsilon_d}q_0^2 .$$

The residue needs $D'(q_0)$. Using $dk_j/dq=-q/k_j$ and, at the pole, $k_d=-\varepsilon_dk_m/\varepsilon_m$,

$$D'=-q_0\left(\frac{\varepsilon_d}{k_m}+\frac{\varepsilon_m}{k_d}\right)
=\frac{q_0(\varepsilon_m^2-\varepsilon_d^2)}{\varepsilon_dk_m}.$$

The numerator of $r_{md}$ is $\varepsilon_dk_m-\varepsilon_mk_d=2\varepsilon_dk_m$. Near the pole, therefore,

$$r_{md}\simeq\frac{C}{q-q_0},\qquad
C=\frac{2\varepsilon_d^2k_m^2}{q_0(\varepsilon_m^2-\varepsilon_d^2)}
=\frac{2\varepsilon_m\varepsilon_dq_0}{\varepsilon_m^2-\varepsilon_d^2}.$$

This is the single-resonance approximation: the smooth part of $r_{md}$ is dropped, and slowly varying factors are evaluated at $q_0$. Multiplying numerator and denominator of $r$ by $q-q_0$ gives

$$r=r_{pm}\frac{q-q_z}{q-q_p},\qquad
q_p=q_0-r_{pm}CE,\qquad q_z=q_0-\frac{CE}{r_{pm}} .$$

## The two damping rates

First set $\varepsilon''=0$. Then $C=-B$ with $B=2a\varepsilon_dq_0/(a^2-\varepsilon_d^2)>0$, and $E=e^{-2\kappa Kd}$. A prism index large enough to make $k_p$ real gives

$$r_{pm}=\frac{-ak_p-i\varepsilon_p\kappa}{-ak_p+i\varepsilon_p\kappa}
=\frac{ak_p+i\varepsilon_p\kappa}{ak_p-i\varepsilon_p\kappa}=e^{2i\phi},\qquad
\tan\phi=\frac{\varepsilon_p\kappa}{ak_p}.$$

The pole moves by $BEe^{2i\phi}$ and the zero by the conjugate, $BEe^{-2i\phi}$. Both acquire the real shift $BE\cos2\phi$; their imaginary shifts are $+\Gamma_r$ and $-\Gamma_r$, with

$$\Gamma_r=\frac{2a\varepsilon_dq_0}{a^2-\varepsilon_d^2}\sin2\phi\;e^{-2\kappa Kd}.$$

Energy flow identifies this as radiative damping. Give the plasmon unit magnetic amplitude at the metal–dielectric surface and let $s=\kappa/a=\kappa_d/\varepsilon_d$ and $y=k_p/\varepsilon_p$, so $\tan\phi=s/y$. The field reaching the prism face is $e^{-\kappa Kd}$, and the transmitted intensity carries the factor $|t_{mp}|^2=4s^2/(s^2+y^2)$. With a common prefactor omitted and lengths in units of $1/K$, the leaked power per length is

$$\frac{4s^2y}{s^2+y^2}E=2sE\sin2\phi .$$

The guided power is the integral of $q_0|H|^2/\varepsilon$ across both media; the metal contributes backward flow:

$$\frac{q_0}{2}\left(\frac{1}{\varepsilon_d\kappa_d}-\frac{1}{a\kappa}\right)
=\frac{q_0}{2s}\left(\frac1{\varepsilon_d^2}-\frac1{a^2}\right).$$

Their ratio, with $s^2=1/(a-\varepsilon_d)=q_0^2/(a\varepsilon_d)$, is

$$\frac{4s^2a^2\varepsilon_d^2E\sin2\phi}{q_0(a^2-\varepsilon_d^2)}
=\frac{4a\varepsilon_dq_0E\sin2\phi}{a^2-\varepsilon_d^2}=2\Gamma_r .$$

Now add a small loss. Differentiating $\ln q_0^2$ with respect to $\varepsilon_m$,

$$\frac{2\,\delta q}{q_0}=i\varepsilon''\left(\frac1{\varepsilon_m}-\frac1{\varepsilon_m+\varepsilon_d}\right)
=\frac{i\varepsilon''\varepsilon_d}{a(a-\varepsilon_d)} .$$

Because $\varepsilon_d/(a-\varepsilon_d)=q_0^2/a$, the imaginary shift is

$$\Gamma_i=\frac{\varepsilon''q_0^3}{2a^2},$$

where $q_0$ is the lossless value. Without a prism, Joule heat is the only loss of guided power, so $2\Gamma_i$ is heat per length divided by guided power.

Absorption moves pole and zero upward together, whereas radiation moves them apart:

$$q_p=q_{\rm res}+i(\Gamma_i+\Gamma_r),\qquad q_z=q_{\rm res}+i(\Gamma_i-\Gamma_r).$$

## Why equal rates give darkness

To leading order $|r_{pm}|=1$. Taking the squared modulus for real $q$,

$$R=\frac{(q-q_{\rm res})^2+(\Gamma_i-\Gamma_r)^2}{(q-q_{\rm res})^2+(\Gamma_i+\Gamma_r)^2}
=1-\frac{4\Gamma_i\Gamma_r}{(q-q_{\rm res})^2+(\Gamma_i+\Gamma_r)^2}.$$

The lowest value is at $q=q_{\rm res}$:

$$R_{\min}=\left(\frac{\Gamma_i-\Gamma_r}{\Gamma_i+\Gamma_r}\right)^2 .$$

The physical cause is visible in the amplitude. Writing $q-q_z=(q-q_p)+2i\Gamma_r$,

$$\frac{r}{r_{pm}}=1+\frac{2i\Gamma_r}{q-q_p}
\;\longrightarrow\;1-\frac{2\Gamma_r}{\Gamma_i+\Gamma_r}\quad\text{at resonance.}$$

The 1 is light reflected directly at the prism–metal face. The second term is light that entered the plasmon and was radiated back, and it arrives in antiphase. In a thick film $\Gamma_r\ll\Gamma_i$, and the returning wave is too weak to cancel the direct one. In a thin film $\Gamma_r\gg\Gamma_i$, and its relative amplitude approaches 2, leaving a strong reflected wave of reversed sign. At $\Gamma_r=\Gamma_i$ the amplitudes are equal and cancel.

The energy account agrees. No power propagates away in the dielectric, so the fraction $1-R_{\min}=4\Gamma_i\Gamma_r/(\Gamma_i+\Gamma_r)^2$ becomes heat. A thick film admits little power; a thin film lets the plasmon radiate before much is absorbed. If the metal has no loss there is nowhere for the energy to go, and $R=1$ at every thickness.

## The optimum thickness

In this approximation $\Gamma_i$ does not depend on $d$, while $\Gamma_r$ falls exponentially, so the rates can be equal at one thickness at most. Setting them equal gives

$$e^{2\kappa Kd}=\frac{4a^3\varepsilon_d\sin2\phi}{\varepsilon''q_0^2(a^2-\varepsilon_d^2)} .$$

Substituting $q_0^2=a\varepsilon_d/(a-\varepsilon_d)$ cancels one factor $a\varepsilon_d$ and one factor $a-\varepsilon_d$:

$$d_{\rm opt}=\frac{1}{2\kappa K}\ln\frac{4a^2\sin2\phi}{\varepsilon''(a+\varepsilon_d)},\qquad
\kappa=\frac{a}{\sqrt{a-\varepsilon_d}} .$$

Since $\Gamma_r/\Gamma_i=e^{-2\kappa K(d-d_{\rm opt})}$, the depth follows as

$$R_{\min}=\tanh^2[\kappa K(d-d_{\rm opt})].$$

The optimum depends only logarithmically on loss. The formula should not be trusted when it returns a very thin film: $\Gamma_r$ and the resonance shift then need not be small, as the single-resonance approximation requires. It also fails when the prism index barely exceeds $q_0$, because $k_p$, and with it $\phi$, then changes rapidly with $q$.

## How large: gold in air at 633 nm

Take rough values for gold, $\varepsilon_m=-11.6+1.2i$, a prism of index 1.515, and air. Then $K=9.926\ \mu\mathrm{m}^{-1}$, and

$$q_0=\sqrt{11.6/10.6}=1.0461,\qquad \kappa=11.6/\sqrt{10.6}=3.563 .$$

The phase is $\phi=32.75^\circ$, so $\sin2\phi=0.910$. The absorptive rate is

$$K\Gamma_i=9.926\times\frac{1.2\times1.0461^3}{2\times11.6^2}=0.0507\ \mu\mathrm{m}^{-1}.$$

Half the ratio of Joule heat per length to guided power, integrated from the lossy plasmon fields, gives $0.0501\ \mu\mathrm{m}^{-1}$. With $\kappa K=0.03537\ \mathrm{nm}^{-1}$, the predicted optimum is

$$d_{\rm opt}=\frac{1}{2\times0.03537}\ln\frac{4\times11.6^2\times0.910}{1.2\times12.6}\ \mathrm{nm}=49.2\ \mathrm{nm}.$$

The full Fresnel calculation for the same materials puts the reflection zero at 48.6 nm and $43.84^\circ$, beyond the critical angle of $41.30^\circ$. All incident power is then absorbed, to the printed precision.

On either side the dip is shallower:

| $d$ (nm) | returning/direct amplitude, model | $R_{\min}$, model | $R_{\min}$, full |
|---|---|---|---|
| 30 | 1.59 | 0.35 | 0.31 |
| 40 | 1.31 | 0.10 | 0.08 |
| 60 | 0.63 | 0.13 | 0.13 |
| 70 | 0.37 | 0.39 | 0.37 |

The thinnest film strains the approximation most: at 30 nm $\Gamma_r=0.197/9.926=0.020$, not small compared with the distance 0.046 from the plasmon to the light line at $q=1$.

Equality of the rates is itself a leading-order statement. With loss, $|r_{pm}|$ differs from 1 (the direct prism–gold reflectance is 0.90), while $C$ and $E$ become complex. The shifts of pole and zero are then no longer conjugate. Define $\Gamma_i$ by the bare plasmon's complex wavevector and $\Gamma_r$ by the extra damping of the film on the prism. At the thickness of zero reflectance their ratio is $\Gamma_r/\Gamma_i=1.09$ for $\varepsilon''=1.2$, 1.05 for 0.3 and 1.02 for 0.075, with $a$ held fixed. Keeping the complex factors within the one-pole form gives 1.15, 1.05 and 1.02: they account for the two low-loss values, but for gold they overshoot, so the terms dropped in the single-resonance approximation matter as well. The optimum moves from 48.6 to 68.6 and 88.3 nm, and the formula's error shrinks from 0.6 to 0.2 and 0.1 nm. Lower loss calls for a thicker film, because less leakage is needed to match it.

## Real films

The example assumes a smooth, uniform gold film directly on the prism. A real film may have an adhesion layer, a rough surface and a loss that depends on deposition. The following full calculations change one thing at a time. The first reflectance is for gold kept at 48.6 nm, with the angle scanned again; the thickness is the new optimum.

| Change | $R_{\min}$ | New optimum (nm) |
|---|---|---|
| 2 nm chromium under the gold | 0.005 | 45.8 |
| 1 nm mixed gold–air surface layer | 0.018 | 44.6 |
| $\varepsilon''$ larger by 30% | 0.016 | 44.8 |

The chromium permittivity, $-1+21i$, is a rough value, and the mixed layer is an effective medium of equal volumes, by Bruggeman's rule, that omits scattering. In these calculations each change moves the optimum by about 3 to 4 nm toward thinner gold. The result for the mixed layer depends strongly on the mixing rule: if the layer is treated as separate gold grains in air, or as separate air holes in gold (Maxwell Garnett's rule), it absorbs much less and the shift is only about 0.5 nm. The table row is therefore an example, not a prediction for a given roughness. For the third, the formula predicts this directly: $\ln1.3/(2\times0.03537)=3.7$ nm.

The beam matters as well. A focus of waist radius 50 µm has a half-angle of $0.152^\circ$ in the prism. Averaging over that spread in the plane of incidence, with the beam centred on the dip of the 48.6 nm film, raises the reflectance from zero to 0.015. A residual minimum of one or two percent therefore does not by itself show that the thickness is wrong.

## What to do about it

**Set the thickness tolerance from the depth required.** Inverting the depth law gives $|d-d_{\rm opt}|=\mathrm{artanh}\sqrt{R_{\min}}/(\kappa K)$. For the gold example, $R_{\min}<0.01$ allows about 2.8 nm either way and $R_{\min}<0.05$ about 6.4 nm, if thickness is the only fault. For another wavelength, metal or outer medium, $\kappa$, $\phi$ and $d_{\rm opt}$ must be evaluated again.

**Find out which side of the optimum the film is on.** The leading-order reflectance is unchanged when $\Gamma_i$ and $\Gamma_r$ are exchanged, so the depth and width of one dip cannot say which is larger if the loss is unknown. If $\Gamma_i$ is known, they can in the low-loss limit: the half-width in $q$ at half depth is $\Gamma_i+\Gamma_r$, and a value above $2\Gamma_i$ means that the film is too thin. For the gold example this rule is unsafe, because the real dip is broader and asymmetric: measured at half depth from $R=1$, its half-width is already $2.7\Gamma_i$ at the optimum and still exceeds $2\Gamma_i$ at 55 nm. There the measured curve should be compared with the full Fresnel calculation. Two films of different thickness settle the question without that knowledge, if their optical constants are the same: if the thicker film has the lower $R_{\min}$, the thinner one is below the optimum; if it has the higher $R_{\min}$, the thicker one is above it. A phase measurement can also decide, because to leading order $r/r_{pm}$ at resonance is positive for a thick film and negative for a thin one. For the gold example the ratio at the dip is not exactly real (its phase is about $164^\circ$ at 40 nm and $-6^\circ$ at 60 nm), but its real part follows the same rule.

**Decide whether the deepest dip is what the measurement needs.** A sensor that reads intensity at a fixed angle on the flank needs a steep slope. The dip has depth $4\Gamma_i\Gamma_r/(\Gamma_i+\Gamma_r)^2$ and half-width $\Gamma_i+\Gamma_r$, so its steepest slope in $q$ is proportional to

$$\frac{\Gamma_i\Gamma_r}{(\Gamma_i+\Gamma_r)^3}.$$

Setting the logarithmic derivative with respect to $\Gamma_r$ to zero gives $1/\Gamma_r=3/(\Gamma_i+\Gamma_r)$, or $\Gamma_r=\Gamma_i/2$. The film should then be thicker than $d_{\rm opt}$ by $\ln2/(2\kappa K)$, which is 9.8 nm for the gold example, and $R_{\min}=1/9$. This choice assumes a fixed plasmon shift, intensity noise that does not depend on the signal, and a beam spread well below the dip width. It trades depth for a narrower resonance; where the darkest background matters most, equal damping remains the target.

## Numbers as computed

```
wavelength 633 nm
photon energy 1.959 eV
gold permittivity -11.6 + 1.2 i (rough)
prism index 1.515, air permittivity 1.0
K = 9.926 1/um
bare plasmon q (lossless formula) = 1.0461 K
kappa = 3.5629 K = 35.37 1/um
phi = 32.75 deg
sin(2 phi) = 0.9100
Gi, formula = 0.05067 1/um
Gi, Joule heat / guided power = 0.05005 1/um
lossless film 90 nm: Gr formula = 0.002822 1/um
  Gr from leaked power = 0.002822 1/um
  Gr from complex root = 0.002829 1/um
optimum thickness, formula = 49.17 nm
optimum thickness, full Fresnel = 48.59 nm
resonance angle at full optimum = 43.84 deg
critical angle = 41.30 deg
absorbed fraction there, from fields = 1.000000
gold: d nm | Gr 1/um | re-radiated/direct | R_min model | R_min full
  30.00 | 0.19664 | 1.590 | 0.3484 | 0.3059
  40.00 | 0.09694 | 1.313 | 0.0983 | 0.0779
  48.59 | 0.05280 | 1.021 | 0.0004 | 0.0000
  60.00 | 0.02356 | 0.635 | 0.1334 | 0.1307
  70.00 | 0.01161 | 0.373 | 0.3932 | 0.3662
loss eps'' | d formula nm | d full nm | Gr/Gi at full optimum
  1.200 | 49.17 | 48.59 | 1.0914
  0.300 | 68.77 | 68.55 | 1.0458
  0.075 | 88.37 | 88.29 | 1.0158
largest line-shape error, eps''=0.075: 0.0350
direct prism-gold reflectance = 0.9031
chromium permittivity -1 + 21 i (rough)
2 nm chromium, same gold: R_min = 0.0053
  new gold optimum = 45.84 nm, R_min = 0.000000
1 nm mixed gold-air layer, same gold: R_min = 0.0177
  new gold optimum = 44.61 nm
30 percent more loss, same gold: R_min = 0.0157
  new gold optimum = 44.77 nm
beam waist radius 50 um: half-angle in prism = 0.152 deg
  beam-averaged R at the dip = 0.0145
```
